**Low-energy photon exchange and self-energy of two electrons**

The program tests the result \(E_L=\frac{2\alpha}{3\pi m^2c^2}\langle\mathbf P\cdot\Delta\ln|(\Lambda+\Delta)/\Delta|\,\mathbf P\rangle\), where \(\mathbf P=\mathbf p_1+\mathbf p_2\), \(\Delta=H_0-E_0\) and \(\Lambda\) is the photon-energy cutoff. It diagonalizes a two-electron model coupled to one photon mode and asserts that the total shift and its exchange part agree with the resolvent formulas. In the same model it asserts that the dipole error of the retarded exchange term grows as the square of the wave number, and that Pauli-allowed intermediate states divide the total equally between self-energy and exchange. Further assertions cover the principal-value integral, the nuclear contact term, the Breit interaction as a sum over photon modes, and the SI prefactor. For two repelling electrons in a harmonic trap, it asserts that the electron–electron contact terms of self-energy and exchange have the predicted, opposite values within the grid error. The output gives a total shift of 4.634 µeV for a 200 eV cutoff, composed of 3.958 µeV from unrestricted self-energies and 0.676 µeV from exchange. A forbidden part of 1.641 µeV enters these two with opposite signs and cancels.

## Numerical check

```python
"""
Result under test: for photons of energy below a cutoff L, self-energies and
transverse exchange of two electrons combine into
    E_L = 2 alpha/(3 pi m^2 c^2) < P . D ln|(L+D)/D| P >,   P = p1 + p2,
with D = H0 - E0, after mass renormalization and removal of the part already
contained in the instantaneous Breit interaction.
Symbols: q = (p1-p2)/2 relative momentum, r = r1-r2, G = 1/(D + photon energy).
Internal work is in atomic units; SI constants enter through scipy.constants.
Example: two repelling electrons in a harmonic trap, hbar*omega = E_h/2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, expm
from scipy.special import spherical_jn

alpha = sc.fine_structure
hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
hartree_ev = hartree / sc.e

# ---------------------------------------------------------------------
# 1. Two electrons in two dimensions plus one quantized photon mode.
#    Polarization along x, propagation along y: the mode is transverse.
# ---------------------------------------------------------------------
def oscillator(n):
    a = np.diag(np.sqrt(np.arange(1, n)), 1)
    return (a + a.T) / np.sqrt(2), 1j * (a.T - a) / np.sqrt(2)


def pair_gaussian(x):
    """Matrix of exp(-(x1-x2)^2/2) in the two-particle product basis."""
    xi, u = np.linalg.eigh(x)
    uu = np.kron(u, u)
    w = np.exp(-0.5 * (xi[:, None] - xi[None, :])**2).ravel()
    return (uu * w) @ uu.T


nx, ny = 5, 4
x, px = oscillator(nx)
y, _ = oscillator(ny)
ix, iy = np.eye(nx), np.eye(ny)
ixx, iyy = np.eye(nx**2), np.eye(ny**2)
hx = np.diag(np.arange(nx) + 0.5) + 0.1 * np.linalg.matrix_power(x, 4)
hy = np.diag(np.arange(ny) + 0.5)
h_pair = (np.kron(np.kron(hx, ix) + np.kron(ix, hx), iyy)
          + np.kron(ixx, np.kron(hy, iy) + np.kron(iy, hy))
          + 1.5 * np.kron(pair_gaussian(x), pair_gaussian(y)))
levels, vectors = np.linalg.eigh(h_pair)
e_ground, phi = levels[0], vectors[:, 0]
dim = len(phi)
photon = 0.8
p_1 = np.kron(np.kron(px, ix), iyy)
p_2 = np.kron(np.kron(ix, px), iyy)


def emission(k):
    wave = expm(-1j * k * y)
    return (p_1 @ np.kron(ixx, np.kron(wave, iy)),
            p_2 @ np.kron(ixx, np.kron(iy, wave)))


def resolvent(bra, ket):
    left, right = vectors.T @ bra, vectors.T @ ket
    return np.vdot(left, right / (levels - e_ground + photon)).real


def fock_shift(operator, g=0.003):
    """Ground-state shift / g^2 from diagonalization with 0 or 1 photon."""
    full = np.block([[h_pair, g * operator.conj().T],
                     [g * operator, h_pair + photon * np.eye(dim)]])
    low = eigh(full, eigvals_only=True, subset_by_index=[0, 0])[0]
    return (low - e_ground) / g**2


em1, em2 = emission(0.3)
shift_1, shift_2, shift_12 = map(fock_shift, (em1, em2, em1 + em2))
fock_exchange = shift_12 - shift_1 - shift_2
formula_total = -resolvent((em1 + em2) @ phi, (em1 + em2) @ phi)
formula_exchange = -2 * resolvent(em1 @ phi, em2 @ phi)
assert abs(shift_12 / formula_total - 1) < 1e-4
# the difference of shifts loses digits and keeps an O(g^2) remainder
assert abs(fock_exchange - formula_exchange) < 1e-4
assert abs(formula_exchange) > 1e-3


def retarded_exchange(k):
    a, b = emission(k)
    va, vb = a @ phi, b @ phi
    return 2 * (np.vdot(va, vb).real / photon - resolvent(va, vb))


dipole_value = retarded_exchange(0.0)
dipole_growth = ((retarded_exchange(0.1) - dipole_value)
                 / (retarded_exchange(0.05) - dipole_value))
assert abs(dipole_growth - 4) < 0.2       # error of dipole limit goes as k^2


def swap(v):
    return v.reshape(nx, nx, ny, ny).transpose(1, 0, 3, 2).ravel()


p_tot_phi = (p_1 + p_2) @ phi
q_phi = 0.5 * (p_1 - p_2) @ phi
assert np.linalg.norm(swap(phi) - phi) < 1e-8
assert np.linalg.norm(swap(p_tot_phi) - p_tot_phi) < 1e-8
assert np.linalg.norm(swap(q_phi) + q_phi) < 1e-8
assert abs(resolvent(p_tot_phi, q_phi)) < 1e-9
allowed = [0.5 * (p @ phi + swap(p @ phi)) for p in (p_1, p_2)]
self_allowed = sum(resolvent(v, v) for v in allowed)
exchange_allowed = 2 * resolvent(allowed[0], allowed[1])
total_pgp = resolvent(p_tot_phi, p_tot_phi)
assert abs(self_allowed / total_pgp - 0.5) < 1e-8
assert abs(exchange_allowed / total_pgp - 0.5) < 1e-8

# ---------------------------------------------------------------------
# 2. Photon-energy integral, also for a lower-lying state (principal value)
# ---------------------------------------------------------------------
def integral_formula(d, cut):
    return cut - d * np.log(abs((cut + d) / d))


assert abs(quad(lambda e: e / (e + 0.7), 0, 9)[0]
           - integral_formula(0.7, 9)) < 1e-8
assert abs(quad(lambda e: e, 0, 9, weight="cauchy", wvar=0.7)[0]
           - integral_formula(-0.7, 9)) < 1e-7

# ---------------------------------------------------------------------
# 3. Nuclear contact term: <p D p> = 2 pi Z |phi(0)|^2 for one electron
# ---------------------------------------------------------------------
Z = 2.0


def hydrogenic_form(r):
    u, du = r * np.exp(-Z * r), (1 - Z * r) * np.exp(-Z * r)
    return Z**2 * (0.5 * du**2 + np.exp(-2 * Z * r)
                   - Z * r * np.exp(-2 * Z * r) + 0.5 * Z**2 * u**2)


norm_h = quad(lambda r: r**2 * np.exp(-2 * Z * r), 0, 30)[0]
nuclear_numeric = quad(hydrogenic_form, 0, 30)[0] / norm_h
nuclear_formula = 2 * np.pi * Z / (4 * np.pi * norm_h)
assert abs(nuclear_numeric / nuclear_formula - 1) < 1e-7

# ---------------------------------------------------------------------
# 4. Harmonic trap with Coulomb repulsion
# ---------------------------------------------------------------------
omega = 0.5
cutoff_ev = 200.0
cutoff = cutoff_ev / hartree_ev
e_com, e_rel = 1.5 * omega, 1.25


def f_rel(r):
    return (1 + r / 2) * np.exp(-r**2 / 8)


def df_rel(r):
    return (0.5 - r / 4 - r**2 / 8) * np.exp(-r**2 / 8)


def f_com(r):
    return np.exp(-omega * r**2)


def df_com(r):
    return -2 * omega * r * np.exp(-omega * r**2)


nodes, weights = np.polynomial.legendre.leggauss(700)
r_max = 14.0
rg, wg = 0.5 * r_max * (nodes + 1), 0.5 * r_max * weights
norm_rel = np.sum(wg * rg**2 * f_rel(rg)**2)
norm_com = np.sum(wg * rg**2 * f_com(rg)**2)
density = wg * rg**2 * f_rel(rg)**2 / norm_rel
gradient = wg * rg**2 * df_rel(rg)**2 / norm_rel
q_squared = gradient.sum()
p_squared = np.sum(wg * rg**2 * df_com(rg)**2) / norm_com
mean_r = np.sum(density * rg)
contact = f_rel(0.0)**2 / norm_rel        # 4 pi <delta(r12)>
virial_energy = q_squared + np.sum(density * (omega**2 * rg**2 / 4 + 1 / rg))
assert abs(virial_energy - e_rel) < 1e-9


def dipole_spectrum(derivative, norm, kinetic, potential, energy, step):
    """Excitation energies and strengths of the gradient, l = 1 channel."""
    r = step * np.arange(1, int(round(r_max / step)))
    diagonal = 2 * kinetic / step**2 + 2 * kinetic / r**2 + potential(r)
    off = np.full(len(r) - 1, -kinetic / step**2)
    w, v = eigh_tridiagonal(diagonal, off)
    amplitude = v.T @ (r * derivative(r)) * np.sqrt(step / norm)
    return w - energy, amplitude**2


def v_rel(r):
    return omega**2 * r**2 / 4 + 1 / r


def v_com(r):
    return omega**2 * r**2


def log_sum(spectrum):
    d, s = spectrum
    return np.sum(s * d * np.log1p(cutoff / d))


rel = dipole_spectrum(df_rel, norm_rel, 1.0, v_rel, e_rel, 0.01)
rel_coarse = dipole_spectrum(df_rel, norm_rel, 1.0, v_rel, e_rel, 0.02)
com = dipole_spectrum(df_com, norm_com, 0.25, v_com, e_com, 0.01)
assert rel[0][0] > 0 and com[0][0] > 0
assert abs(log_sum(rel) - log_sum(rel_coarse)) < 5e-4
sum_com, sum_rel = log_sum(com), log_sum(rel)
sum_total = p_squared * omega * np.log1p(cutoff / omega)
assert abs(sum_com / sum_total - 1) < 1e-3

# Logarithm coefficients: the electron contact term must cancel in the sum.
coef_com, coef_rel = np.sum(com[0] * com[1]), np.sum(rel[0] * rel[1])
coef_self = 0.5 * coef_com + 2 * coef_rel
coef_exchange = 0.5 * coef_com - 2 * coef_rel
# first-order grid error at the electron-electron cusp sets the tolerance
assert abs(coef_self - (3 * omega**2 - contact)) < 1e-3
assert abs(coef_exchange - contact) < 1e-3

# Instantaneous exchange summed over all k against the Breit operator.
k_nodes, k_weights = np.polynomial.legendre.leggauss(600)
kg, kw = 30 * (k_nodes + 1), 30 * k_weights


def exchange_density(k):
    z = k * rg
    return (p_squared / 6 * np.sum(density * spherical_jn(0, z))
            - np.sum(gradient * 2 * spherical_jn(1, z) / z))


breit_modes = -2 * alpha**2 / np.pi * sum(
    w * exchange_density(k) for k, w in zip(kg, kw))
breit_position = -0.5 * alpha**2 * (p_squared / 3 * np.sum(density / rg)
                                    - 2 * np.sum(gradient / rg))
assert abs(breit_modes / breit_position - 1) < 2e-3
p1_dot_p2 = p_squared / 4 - q_squared
assert abs(exchange_density(1e-4) / (2 * p1_dot_p2 / 3) - 1) < 1e-5

# SI prefactor from the quantized field, explicit polarization vectors.
prefactor = 2 * alpha**3 / (3 * np.pi)
mu, wmu = np.polynomial.legendre.leggauss(20)
theta = np.arccos(mu)
pol_a = np.array([np.cos(theta), 0 * theta, -np.sin(theta)])
pol_b = np.array([0 * theta, 1 + 0 * theta, 0 * theta])
angle = 2 * np.pi * np.sum(wmu * (pol_a[2]**2 + pol_b[2]**2))
gap = omega * hartree
k_gap = gap / (sc.hbar * sc.c)


def si_integrand(t):
    k = k_gap * t
    field = sc.hbar / (2 * sc.epsilon_0 * sc.c * k)
    return (k_gap * k**2 / (2 * np.pi)**3 * field
            * (1 / (gap + gap * t) - 1 / (gap * t)))


si_radial = quad(si_integrand, 0, cutoff / omega, epsabs=0, epsrel=1e-9)[0]
p_squared_si = p_squared * (sc.hbar / bohr)**2
energy_si = -(sc.e / sc.m_e)**2 * angle * si_radial * p_squared_si
assert abs(energy_si / (prefactor * sum_total * hartree) - 1) < 1e-6

# ---------------------------------------------------------------------
# Output
# ---------------------------------------------------------------------
micro = prefactor * hartree_ev * 1e6
energy_total = micro * sum_total
energy_forbidden = micro * 2 * sum_rel
energy_self = micro * (0.5 * sum_total + 2 * sum_rel)
energy_exchange = micro * (0.5 * sum_total - 2 * sum_rel)
energy_log = micro * 3 * omega**2 * np.log(cutoff / omega)
k_cut = cutoff * alpha

print("PHOTON-MODE MODEL (model units, photon energy 0.8, k = 0.3)")
print(f"total shift/g^2, diagonalization      {shift_12:.6f}")
print(f"total shift/g^2, resolvent formula    {formula_total:.6f}")
print(f"exchange part/g^2, diagonalization    {fock_exchange:.6f}")
print(f"exchange part/g^2, resolvent formula  {formula_exchange:.6f}")
print(f"dipole error ratio on doubling k      {dipole_growth:.3f}")
print(f"allowed self-energy / total           {self_allowed/total_pgp:.6f}")
print(f"allowed exchange / total            {exchange_allowed/total_pgp:.6f}")
print("NUCLEAR CONTACT TEST (one electron, Z = 2, atomic units)")
print(f"<p D p> by quadrature                 {nuclear_numeric:.6f}")
print(f"<p D p> from contact density          {nuclear_formula:.6f}")
print("HARMONIC TRAP, INPUTS AND EXPECTATION VALUES")
print(f"trap quantum hbar*omega               {omega*hartree_ev:.4f} eV")
print(f"photon cutoff                         {cutoff_ev:.1f} eV")
print(f"mean electron separation              {mean_r:.4f} a0")
print(f"hbar*c / mean separation       {hartree_ev/(alpha*mean_r):.1f} eV")
print(f"cutoff k times mean separation        {k_cut*mean_r:.4f}")
print(f"<P^2>                                 {p_squared:.6f} (hbar/a0)^2")
print(f"<q^2>                                 {q_squared:.6f} (hbar/a0)^2")
print(f"<p1.p2>                               {p1_dot_p2:.6f} (hbar/a0)^2")
print(f"lowest forbidden excitation       {rel[0][0]*hartree_ev:.3f} eV")
print("LOGARITHM COEFFICIENTS <p D p> (atomic units)")
print(f"4 pi <delta(r12)>                     {contact:.5f}")
print(f"self-energies, analytic         {3*omega**2-contact:.5f}")
print(f"self-energies, spectral sum           {coef_self:.4f}")
print(f"exchange, spectral sum                {coef_exchange:.4f}")
print(f"total, analytic                       {3*omega**2:.5f}")
print("INSTANTANEOUS BREIT EXCHANGE (orbit-orbit part)")
print(f"sum over photon modes       {breit_modes*hartree_ev*1e6:.2f} micro-eV")
print(f"position-space operator  {breit_position*hartree_ev*1e6:.2f} micro-eV")
print("LOW-ENERGY RETARDATION SHIFT")
print(f"ln(1 + cutoff/(hbar*omega))           {np.log1p(cutoff/omega):.5f}")
print(f"Bethe logarithm ln k0 (E_h unit)      {np.log(omega):.5f}")
print(f"self-energies, unrestricted           {energy_self:.3f} micro-eV")
print(f"exchange, unrestricted                {energy_exchange:.3f} micro-eV")
print(f"forbidden part that cancels           {energy_forbidden:.3f} micro-eV")
print(f"half of total (allowed part of each)  {energy_total/2:.3f} micro-eV")
print(f"total                                 {energy_total:.3f} micro-eV")
print(f"total / h                      {energy_total*1e-12*sc.e/sc.h:.1f} MHz")
print(f"total from SI mode integral     {energy_si/sc.e*1e6:.3f} micro-eV")
print(f"total, large-cutoff logarithm         {energy_log:.3f} micro-eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
PHOTON-MODE MODEL (model units, photon energy 0.8, k = 0.3)
total shift/g^2, diagonalization      -0.591804
total shift/g^2, resolvent formula    -0.591803
exchange part/g^2, diagonalization    -0.034575
exchange part/g^2, resolvent formula  -0.034575
dipole error ratio on doubling k      3.993
allowed self-energy / total           0.500000
allowed exchange / total            0.500000
NUCLEAR CONTACT TEST (one electron, Z = 2, atomic units)
<p D p> by quadrature                 32.000000
<p D p> from contact density          32.000000
HARMONIC TRAP, INPUTS AND EXPECTATION VALUES
trap quantum hbar*omega               13.6057 eV
photon cutoff                         200.0 eV
mean electron separation              2.6847 a0
hbar*c / mean separation       1389.0 eV
cutoff k times mean separation        0.1440
<P^2>                                 1.500000 (hbar/a0)^2
<q^2>                                 0.289418 (hbar/a0)^2
<p1.p2>                               0.085582 (hbar/a0)^2
lowest forbidden excitation       9.787 eV
LOGARITHM COEFFICIENTS <p D p> (atomic units)
4 pi <delta(r12)>                     0.05930
self-energies, analytic         0.69070
self-energies, spectral sum           0.6904
exchange, spectral sum                0.0596
total, analytic                       0.75000
INSTANTANEOUS BREIT EXCHANGE (orbit-orbit part)
sum over photon modes       -38.08 micro-eV
position-space operator  -38.08 micro-eV
LOW-ENERGY RETARDATION SHIFT
ln(1 + cutoff/(hbar*omega))           2.75364
Bethe logarithm ln k0 (E_h unit)      -0.69315
self-energies, unrestricted           3.958 micro-eV
exchange, unrestricted                0.676 micro-eV
forbidden part that cancels           1.641 micro-eV
half of total (allowed part of each)  2.317 micro-eV
total                                 4.634 micro-eV
total / h                      1120.5 MHz
total from SI mode integral     4.634 micro-eV
total, large-cutoff logarithm         4.523 micro-eV
ALL CHECKS PASSED
```
